# Rotational Averages of Hyperpolarizabilities and the Factor of Three in S-State Atoms: test program

```python
"""
Result under test (static fields, n = unit vector of the field in the molecule):
  beta_par  = 3 <n_z beta_nnn> = (3/5) sum_i beta_zii     (z along the dipole)
  gamma_par = <gamma_nnnn>     = (1/5) sum_ij gamma_iijj
  gamma_zzzz = 3 gamma_xxzz    for an isolated S level of an atom.
<...> is the mean over all orientations. The dipole series is
  mu_a(F) = mu_a + alpha_ab F_b + beta_abc F_b F_c / 2 + gamma_abcd F_b F_c F_d / 6.
Atomic units (a.u.) are used unless a unit is named.
Water: Hartree-Fock dipoles in finite fields. Hydrogen: matrix diagonalization.
"""
from functools import lru_cache
from math import gamma as gamma_function
import numpy as np
from scipy import constants
from pyscf import gto, scf


def sphere_rule(n_theta, n_phi):
    """Directions and weights (sum 1) for the mean over the unit sphere."""
    cosines, w = np.polynomial.legendre.leggauss(n_theta)
    phi = 2 * np.pi * np.arange(n_phi) / n_phi
    c, p = np.meshgrid(cosines, phi, indexing="ij")
    s = np.sqrt(1 - c**2)
    points = np.stack([s * np.cos(p), s * np.sin(p), c], axis=-1).reshape(-1, 3)
    return points, np.repeat(w / 2, n_phi) / n_phi


def even_series(step, values):
    """Coefficients of F^0, F^2, F^4... from values at F = step, 2 step, ..."""
    k = np.arange(len(values))
    scaled = np.linalg.solve(np.vander((k + 1.0)**2, increasing=True), values)
    return scaled / step**(2.0 * k)


# ---------- means of products of direction cosines ----------
N, W = sphere_rule(12, 24)
fourth_moment = np.einsum("p,pa,pb,pc,pd->abcd", W, N, N, N, N)
d = np.eye(3)
pairings = (np.einsum("ab,cd->abcd", d, d) + np.einsum("ac,bd->abcd", d, d)
            + np.einsum("ad,bc->abcd", d, d))
assert np.allclose(fourth_moment, pairings / 15, atol=1e-13)
assert np.allclose(np.einsum("p,pa,pb->ab", W, N, N), d / 3, atol=1e-13)
assert np.allclose(np.einsum("p,pa,pb,pc->abc", W, N, N, N), 0, atol=1e-13)

# General tensors without index symmetry
rng = np.random.default_rng(7)
t3, t4 = rng.normal(size=(3, 3, 3)), rng.normal(size=(3, 3, 3, 3))
mean3 = W @ (N[:, 2] * np.einsum("abc,pa,pb,pc->p", t3, N, N, N))
mean4 = W @ np.einsum("abcd,pa,pb,pc,pd->p", t4, N, N, N, N)
sum3 = sum(t3[2, i, i] + t3[i, 2, i] + t3[i, i, 2] for i in range(3))
sum4 = sum(t4[i, i, j, j] + t4[i, j, i, j] + t4[i, j, j, i]
           for i in range(3) for j in range(3))
assert np.isclose(mean3, sum3 / 15, atol=1e-12)
assert np.isclose(mean4, sum4 / 15, atol=1e-12)

# ---------- water: dipole as a function of the field ----------
bond, angle = 0.96, 104.5          # angstrom, degree (chosen round geometry)
half = np.radians(angle / 2)
hy, hz = bond * np.sin(half), bond * np.cos(half)
mol = gto.M(atom=[("O", (0, 0, 0)), ("H", (0, hy, hz)), ("H", (0, -hy, hz))],
            basis="aug-cc-pvdz", verbose=0)
core = scf.hf.get_hcore(mol)
position = mol.intor("int1e_r")
nuclear_dipole = mol.atom_charges() @ mol.atom_coords()
mf = scf.RHF(mol)
mf.conv_tol, mf.conv_tol_grad = 1e-11, 1e-9
mf.kernel()
assert mf.converged
free_density = mf.make_rdm1()


def solve_dipole(field):
    h = core + np.einsum("i,ipq->pq", np.asarray(field, float), position)
    mf.get_hcore = lambda *args: h
    mf.kernel(dm0=free_density)
    assert mf.converged
    return nuclear_dipole - np.einsum("ipq,qp->i", position, mf.make_rdm1())


@lru_cache(maxsize=None)
def folded_dipole(fx, fy, fz):
    return solve_dipole((fx, fy, fz))


def dipole(field):
    """Uses the two mirror planes x -> -x and y -> -y of the molecule."""
    fx, fy, fz = (round(float(f), 14) for f in field)
    mirror = np.array([-1 if fx < 0 else 1, -1 if fy < 0 else 1, 1])
    return mirror * folded_dipole(abs(fx), abs(fy), fz + 0.0)


test_field = (-0.003, -0.002, 0.004)
assert np.allclose(solve_dipole(test_field), dipole(test_field), atol=1e-8)

step = 0.002
fields = step * np.arange(1, 4)
axis = np.eye(3)
mu0 = dipole((0, 0, 0))
mu_z = mu0[2]
assert mu_z > 0

# Tensor components from differences of the dipole
beta_z = np.array([even_series(step, [
    (dipole(f * axis[i])[2] + dipole(-f * axis[i])[2] - 2 * mu_z) / f**2
    for f in fields])[0] for i in range(3)])
gam = np.zeros((3, 3))             # gam[i, j] = gamma_iijj
for i in range(3):
    gam[i, i] = 6 * even_series(step, [
        (dipole(f * axis[i])[i] - dipole(-f * axis[i])[i]) / (2 * f)
        for f in fields])[1]
    for j in range(i + 1, 3):
        gam[i, j] = gam[j, i] = even_series(step, [
            (dipole(f * (axis[i] + axis[j]))[i]
             + dipole(f * (axis[i] - axis[j]))[i]
             - 2 * dipole(f * axis[i])[i]) / f**3 for f in fields])[0]

# Index symmetry: the same beta component from the x dipole
beta_xxz = even_series(step, [
    (dipole((f, 0, f))[0] - dipole((f, 0, -f))[0]) / (2 * f**2)
    for f in fields])[0]
assert np.isclose(beta_xxz, beta_z[0], rtol=2e-3, atol=0.01)

beta_formula = 3 / 5 * beta_z.sum()
gamma_formula = gam.sum() / 5

# Averages without tensors: dipole along the field, field in many directions
directions, weights = sphere_rule(3, 6)
along = np.array([[n @ dipole(f * n) for n in directions] for f in fields])
beta_series = even_series(step, along @ (weights * directions[:, 2]))
gamma_series = even_series(step, along @ weights / fields)
beta_oriented, gamma_oriented = 6 * beta_series[1], 6 * gamma_series[1]
assert np.isclose(beta_series[0], mu_z / 3, atol=1e-6)
# Tolerances cover SCF noise and neglected higher powers of the field
assert np.isclose(beta_oriented, beta_formula, rtol=2e-3, atol=0.01)
assert np.isclose(gamma_oriented, gamma_formula, rtol=1e-2)

# Thermal gas: orientation weight exp(x n_z), x = mu F / (k T)
e, k_b = constants.e, constants.k
a0 = constants.physical_constants["Bohr radius"][0]
hartree = constants.physical_constants["Hartree energy"][0]
temperature, lab_field = 300.0, 1.0e7
x = mu_z * e * a0 * lab_field / (k_b * temperature)
beta_nnn = N[:, 2] * (beta_z[2] * N[:, 2]**2
                      + 3 * beta_z[0] * N[:, 0]**2 + 3 * beta_z[1] * N[:, 1]**2)
boltzmann = W * np.exp(x * N[:, 2])
thermal_beta = boltzmann @ beta_nnn / boltzmann.sum()
thermal_linear = x * beta_formula / 3
assert abs(W @ beta_nnn) < 1e-11
assert np.isclose(thermal_beta, thermal_linear, rtol=1e-3)

# ---------- hydrogen atom: s, p, d functions times r^power exp(-r) ----------
X, Y, Z = N.T
angular = np.array([np.ones_like(X), X, Y, Z, X * Y, Y * Z, Z * X,
                    X**2 - Y**2, 3 * Z**2 - 1])
angular /= np.sqrt(angular**2 @ W)[:, None]
ang_l = [0, 1, 1, 1, 2, 2, 2, 2, 2]


def radial_integral(p):
    """Integral of r^(p+2) exp(-2r) from 0 to infinity."""
    return gamma_function(p + 3) / 2.0**(p + 3)


def hydrogen(radial_count, anisotropy=0.0):
    """Hamiltonian and x, y, z matrices; optional term q (3cos^2 - 1)/r."""
    powers = [range(l, l + radial_count) for l in range(3)]

    def table(la, lb, shift):
        return np.array([[radial_integral(a + b + shift) for b in powers[lb]]
                         for a in powers[la]])

    ortho = [np.linalg.inv(np.linalg.cholesky(table(l, l, 0))).T
             for l in range(3)]

    def radial(la, lb, shift):
        return ortho[la].T @ table(la, lb, shift) @ ortho[lb]

    def energy_block(l):
        h = np.array([[(l * (l + 1) - b * (b + 1)) / 2 * radial_integral(a + b - 2)
                       + b * radial_integral(a + b - 1)
                       - radial_integral(a + b) / 2
                       for b in powers[l]] for a in powers[l]])
        h = ortho[l].T @ h @ ortho[l]
        return (h + h.T) / 2

    def assemble(angular_factor, shift):
        coupling = (angular * (W * angular_factor)) @ angular.T
        m = np.block([[coupling[a, b] * radial(ang_l[a], ang_l[b], shift)
                       for b in range(9)] for a in range(9)])
        return (m + m.T) / 2

    zero = np.zeros((radial_count, radial_count))
    h0 = np.block([[energy_block(ang_l[a]) if a == b else zero
                    for b in range(9)] for a in range(9)])
    if anisotropy:
        h0 = h0 + anisotropy * assemble(3 * Z**2 - 1, -1)
    return h0, np.array([assemble(c, 1) for c in (X, Y, Z)])


def atom_response(matrices):
    """E0, alpha_zz, gamma_zzzz, gamma_xxzz from energies in finite fields."""
    h0, r = matrices

    def energy(fx, fz):
        return np.linalg.eigvalsh(h0 + fx * r[0] + fz * r[2])[0]

    h = 0.003
    f_list = h * np.arange(1, 5)
    e0 = energy(0, 0)
    pure = even_series(h, [(energy(0, f) - e0) / f**2 for f in f_list])
    mixed = even_series(h, [
        -4 * (energy(f, f) - energy(f, 0) - energy(0, f) + e0) / f**4
        for f in f_list])
    return e0, -2 * pure[0], -24 * pure[1], mixed[0]


atom = hydrogen(5)
e0, alpha_h, gzzzz, gxxzz = atom_response(atom)
larger = atom_response(hydrogen(7))
assert np.allclose((e0, alpha_h, gzzzz, gxxzz), larger, rtol=1e-4)
assert np.isclose(e0, -0.5, atol=1e-8)
assert np.isclose(gzzzz / gxxzz, 3, rtol=1e-4)

turned = [np.linalg.eigvalsh(atom[0] + 0.01 * np.einsum("i,ipq->pq", n, atom[1]))[0]
          for n in N[::29]]
spread = np.ptp(turned)
assert spread < 1e-11

q = 0.1
_, _, qzzzz, qxxzz = atom_response(hydrogen(5, q))
assert abs(qzzzz / qxxzz - 3) > 0.1

# ---------- printed numbers ----------
beta_si = e**3 * a0**3 / hartree**2
gamma_si = e**4 * a0**4 / hartree**3
print("WATER, RHF/aug-cc-pVDZ, z along dipole, molecule in yz plane")
print(f"O-H bond length              {bond:.2f} angstrom")
print(f"H-O-H angle                  {angle:.1f} degree")
print(f"field strengths              {fields[0]:.3f} {fields[1]:.3f} {fields[2]:.3f} a.u.")
print(f"number of field directions   {len(directions)}")
print(f"dipole mu_z                  {mu_z:.4f} a.u.")
for name, value in zip(("zxx", "zyy", "zzz"), beta_z):
    print(f"beta_{name}                     {value:.2f} a.u.")
print(f"sum_i beta_zii               {beta_z.sum():.2f} a.u.")
print(f"beta_par, tensor formula     {beta_formula:.2f} a.u.")
print(f"beta_par, direct orientation {beta_oriented:.2f} a.u.")
print(f"beta_par, tensor formula     {beta_formula * beta_si:.3e} C^3 m^3 J^-2")
for i, j in ((0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)):
    label = "xyz"[i] * 2 + "xyz"[j] * 2
    print(f"gamma_{label}                   {gam[i, j]:.1f} a.u.")
print(f"sum_ij gamma_iijj            {gam.sum():.1f} a.u.")
print(f"gamma_par, tensor formula    {gamma_formula:.1f} a.u.")
print(f"gamma_par, direct orientation {gamma_oriented:.1f} a.u.")
print(f"gamma_par, tensor formula    {gamma_formula * gamma_si:.3e} C^4 m^4 J^-3")
print(f"water gamma_zzzz/gamma_xxzz  {gam[2, 2] / gam[0, 2]:.3f} (no unit)")
print("THERMAL MEAN FOR WATER")
print(f"temperature                  {temperature:.0f} K")
print(f"laboratory field             {lab_field:.1e} V/m")
print(f"x = mu F/(kT)                {x:.5f} (no unit)")
print(f"mean beta_nnn, full weight   {thermal_beta:.5f} a.u.")
print(f"x beta_par/3                 {thermal_linear:.5f} a.u.")
print("HYDROGEN ATOM, ground state")
print(f"energy without field         {e0:.6f} hartree")
print(f"alpha_zz                     {alpha_h:.4f} a.u.")
print(f"gamma_zzzz                   {gzzzz:.1f} a.u.")
print(f"gamma_xxzz                   {gxxzz:.1f} a.u.")
print(f"gamma_zzzz/gamma_xxzz        {gzzzz / gxxzz:.4f} (no unit)")
print(f"gamma_zzzz                   {gzzzz * gamma_si:.3e} C^4 m^4 J^-3")
print(f"gamma_zzzz, larger basis     {larger[2]:.1f} a.u.")
print(f"energy spread on turning F   {spread:.0e} hartree (F = 0.01 a.u.)")
print("CONTROL: added potential q(3cos^2(theta)-1)/r, same basis")
print(f"q                            {q:.2f} a.u.")
print(f"gamma_zzzz                   {qzzzz:.1f} a.u.")
print(f"gamma_xxzz                   {qxxzz:.1f} a.u.")
print(f"gamma_zzzz/gamma_xxzz        {qzzzz / qxxzz:.3f} (no unit)")
print("all tests passed")
```

Printed output:

```
WATER, RHF/aug-cc-pVDZ, z along dipole, molecule in yz plane
O-H bond length              0.96 angstrom
H-O-H angle                  104.5 degree
field strengths              0.002 0.004 0.006 a.u.
number of field directions   18
dipole mu_z                  0.7873 a.u.
beta_zxx                     -0.05 a.u.
beta_zyy                     -12.29 a.u.
beta_zzz                     -5.11 a.u.
sum_i beta_zii               -17.45 a.u.
beta_par, tensor formula     -10.47 a.u.
beta_par, direct orientation -10.47 a.u.
beta_par, tensor formula     -3.357e-52 C^3 m^3 J^-2
gamma_xxxx                   752.8 a.u.
gamma_yyyy                   381.6 a.u.
gamma_zzzz                   572.9 a.u.
gamma_xxyy                   203.9 a.u.
gamma_xxzz                   215.2 a.u.
gamma_yyzz                   226.2 a.u.
sum_ij gamma_iijj            2997.9 a.u.
gamma_par, tensor formula    599.6 a.u.
gamma_par, direct orientation 599.5 a.u.
gamma_par, tensor formula    3.739e-62 C^4 m^4 J^-3
water gamma_zzzz/gamma_xxzz  2.663 (no unit)
THERMAL MEAN FOR WATER
temperature                  300 K
laboratory field             1.0e+07 V/m
x = mu F/(kT)                0.01612 (no unit)
mean beta_nnn, full weight   -0.05624 a.u.
x beta_par/3                 -0.05624 a.u.
HYDROGEN ATOM, ground state
energy without field         -0.500000 hartree
alpha_zz                     4.5000 a.u.
gamma_zzzz                   1333.1 a.u.
gamma_xxzz                   444.4 a.u.
gamma_zzzz/gamma_xxzz        3.0000 (no unit)
gamma_zzzz                   8.313e-62 C^4 m^4 J^-3
gamma_zzzz, larger basis     1333.1 a.u.
energy spread on turning F   3e-15 hartree (F = 0.01 a.u.)
CONTROL: added potential q(3cos^2(theta)-1)/r, same basis
q                            0.10 a.u.
gamma_zzzz                   1007.5 a.u.
gamma_xxzz                   410.8 a.u.
gamma_zzzz/gamma_xxzz        2.453 (no unit)
all tests passed
```
